\section*{Ion flux and the critical temperature for amorphization: an Arrhenius relation, part 1}

(Sections cited here and not found follow in the second part.)

\section{Damage balance and the critical temperature}

A model crystal bombarded by $0.001$ ions per square nanometre and second becomes amorphous only below $350.0\,\mathrm{K}$. At ten times this flux the limit is $376.2\,\mathrm{K}$, and at a hundred times it is $406.5\,\mathrm{K}$. The first factor of ten raises the limit by $26.1\,\mathrm{K}$, the second by $30.3\,\mathrm{K}$. Replacing linear recovery by quadratic recovery, or stopping the bombardment early, moves all three temperatures by several kelvin or more. Yet in each case the two outer fluxes and their critical temperatures lead back to the same energy, $1.000\,\mathrm{eV}$, which is the barrier for recovery put into the model. The balance between damage and recovery explains both the unequal steps and the common energy.

\subsection{Model and conventions}

Hartree atomic units are unnatural for a process that lasts seconds. Energies are in eV, temperatures in K, lengths in nm and times in s. The flux $J$ is the number of ions per area and time, and the fluence $\Phi=Jt$ is the number per area received up to time $t$. The following assumptions define the model.

\begin{enumerate}
\item The beam is steady. Ions arrive independently of each other and uniformly over the surface.
\item In the thin layer considered, each ion damages an area $\sigma$ around its track. A point that is already damaged stays damaged when it is hit again.
\item A damaged point returns to the crystalline state with probability $k\,dt$ in a short time $dt$, whatever its history. The rate is
\begin{equation}
k(T)=\nu\,e^{-E/k_BT},\qquad E>0,
\label{eq:rate}
\end{equation}
where $T$ is the actual temperature of the layer, including any heating by the beam.
\item The layer is crystalline at $t=0$. It collapses to the amorphous state when its damaged fraction $n$ first reaches a threshold $n_c$, with $0<n_c<1$.
\item The quantities $\sigma$, $\nu$, $E$ and $n_c$ do not depend on $T$ or $J$. Regrowth of crystal after the collapse is left out.
\end{enumerate}

The fourth assumption is a phenomenological criterion. It replaces the structural instability of a damaged crystal by one number and does not derive that number from interatomic forces. The results concern the onset of amorphization, not the later life of the amorphous layer.

\subsection{The rate equation}

\paragraph{Lemma 1.} Under assumptions 1--3 the mean damaged fraction obeys
\begin{equation}
\frac{dn}{dt}=\sigma J(1-n)-k(T)\,n,\qquad n(0)=0.
\label{eq:linear}
\end{equation}

\paragraph{Proof.} Consider one point of the layer, and let $n(t)$ be the probability that it is damaged. An ion damages this point if its track falls within a region of area $\sigma$ around it. The mean number of such ions in a time $dt$ is $\sigma J\,dt$. For independent arrivals this is also the probability of one hit, up to terms of order $dt^2$.

There are two ways to be damaged at $t+dt$. The point was damaged and did not heal, or it was crystalline and was hit. Healing and a hit within the same interval contribute at order $dt^2$. Therefore
\begin{align}
n(t+dt)&=n(t)\,[1-k\,dt]+[1-n(t)]\,\sigma J\,dt+O(dt^2),\\
\frac{n(t+dt)-n(t)}{dt}&=\sigma J[1-n(t)]-k\,n(t)+O(dt).
\end{align}
The limit $dt\to0$ gives \eqref{eq:linear}. All points are equivalent, so $n$ is also the expected damaged fraction of the area. $\square$

The factor $1-n$ is the effect of overlap: the part of a new track that falls on damaged material adds nothing. No assumption of low damage has been made.

\paragraph{Remark: fluctuations.} The threshold is applied to the mean fraction, which requires an averaging area $A$ much larger than $\sigma$. For circular tracks of radius $R$ the spread can be bounded. Let $s_p$ be $1$ if point $p$ is damaged and $0$ otherwise. The variance of $s_p$ is $n(1-n)\le 1/4$, so the covariance of two such variables is at most $1/4$ in magnitude. Points further apart than $2R$ cannot be hit by the same ion. If they also heal independently of each other, as is assumed here, their covariance vanishes. The points within $2R$ of a given one fill an area $\pi(2R)^2=4\sigma$, and hence
\begin{equation}
\operatorname{Var}\left(\frac1A\int s_p\,dA\right)
\le\frac{1}{A^2}\,A\,(4\sigma)\,\frac14=\frac{\sigma}{A}.
\end{equation}
The standard deviation is at most $\sqrt{\sigma/A}$. If $A=10^4\sigma$, this bound is $0.01$ in the damaged fraction. On any finite area, chance can carry the local damage over the threshold when the mean lies below it by no more than a few standard deviations, and the smaller the area, the wider this margin. The sharp critical temperature derived below is a property of the mean fraction.

\subsection{Growth of the damage}

\paragraph{Lemma 2.} With the dimensionless ratio
\begin{equation}
x=\frac{k(T)}{\sigma J},
\label{eq:x}
\end{equation}
the solution of \eqref{eq:linear} is
\begin{equation}
n(\Phi)=\frac{1-e^{-(1+x)\sigma\Phi}}{1+x}.
\label{eq:growth}
\end{equation}
It rises strictly with $\Phi$ and approaches $1/(1+x)$ without reaching it.

\paragraph{Proof.} Since $d\Phi=J\,dt$, division of \eqref{eq:linear} by $J$ gives
\begin{equation}
\frac{dn}{d\Phi}=\sigma(1-n)-\frac{k}{J}\,n
=\sigma(1-n)-\sigma x n=\sigma[1-(1+x)n].
\end{equation}
Set $y=1-(1+x)n$. Then $y(0)=1$ and
\begin{equation}
\frac{dy}{d\Phi}=-(1+x)\frac{dn}{d\Phi}=-(1+x)\sigma y,
\qquad y=e^{-(1+x)\sigma\Phi}.
\end{equation}
Solving $y=1-(1+x)n$ for $n$ gives \eqref{eq:growth}. The exponential falls strictly towards zero but remains positive, which proves the last statement. $\square$

The ratio $x$ compares the healing rate of a damaged point with the rate at which a given point is hit. For $x\to0$ the damage follows $1-e^{-\sigma\Phi}$, the covered fraction for randomly placed tracks. For $x\gg1$ it saturates near $1/x$, because a damaged point usually heals before it is hit again.

\subsection{The Arrhenius relation}

\paragraph{Theorem 1.} Let assumptions 1--5 hold, let the fluence be unlimited, and define
\begin{equation}
J_0=\frac{\nu n_c}{\sigma(1-n_c)}.
\label{eq:J0}
\end{equation}
For $0<J<J_0$ the layer collapses at some finite fluence if and only if $T<T_c$, where
\begin{equation}
J=J_0\,e^{-E/k_BT_c},
\qquad
T_c=\frac{E}{k_B\ln(J_0/J)}.
\label{eq:arrhenius}
\end{equation}
For $J\ge J_0$ the model layer collapses at every finite temperature.

\paragraph{Proof.} By Lemma 2 the damage rises towards $1/(1+x)$ but never attains it. It therefore reaches $n_c$ at a finite fluence if and only if $1/(1+x)>n_c$. Both sides are positive, so this condition can be rewritten as
\begin{equation}
1+x<\frac1{n_c}
\quad\Longleftrightarrow\quad
x<x_c,\qquad x_c=\frac{1-n_c}{n_c}.
\label{eq:xc}
\end{equation}
Insert \eqref{eq:rate} and \eqref{eq:x}, and multiply by the positive quantity $J/x_c$:
\begin{equation}
\frac{\nu}{\sigma J}e^{-E/k_BT}<x_c
\quad\Longleftrightarrow\quad
J>\frac{\nu}{\sigma x_c}e^{-E/k_BT}=J_0e^{-E/k_BT}.
\end{equation}
The right-hand side increases strictly from $0$ to $J_0$ as $T$ goes from $0$ to infinity. If $J<J_0$, it equals $J$ at one temperature $T_c$ and lies below $J$ exactly for $T<T_c$. Taking the logarithm of the equality gives
\begin{equation}
\ln J=\ln J_0-\frac{E}{k_BT_c},
\end{equation}
which rearranges to the second form in \eqref{eq:arrhenius}. If $J\ge J_0$, the inequality holds at every finite temperature. $\square$

At the critical temperature the steady state lies at the threshold, and the two rates balance there: $\sigma J(1-n_c)=k(T_c)n_c$. A larger flux calls for faster healing and hence for a hotter layer. The critical temperature thus rises with flux, although the exponent in \eqref{eq:arrhenius} carries a minus sign.

The case $J\ge J_0$ is a formal limit. At $J=J_0$ a given point is hit at the rate $\sigma J_0=\nu n_c/(1-n_c)$. For $n_c=0.2$ this is one hit for every four attempts at recovery, and a picture of separate, completed damage events would no longer apply.

\subsection{The reference case}

The example uses the round parameters $E=1\,\mathrm{eV}$, $\nu=10^{13}\,\mathrm{s^{-1}}$, $\sigma=10\,\mathrm{nm^2}$ and $n_c=0.2$. They represent no particular material. The reference flux is $J=0.01\,\mathrm{nm^{-2}\,s^{-1}}$, or $10^{12}\,\mathrm{cm^{-2}\,s^{-1}}$. The critical ratio and the prefactor are
\begin{equation}
x_c=\frac{0.8}{0.2}=4,\qquad
J_0=\frac{10^{13}}{10\times4}\,\mathrm{nm^{-2}\,s^{-1}}
=2.5\times10^{11}\,\mathrm{nm^{-2}\,s^{-1}}.
\end{equation}
The flux is smaller than $J_0$ by a factor $2.5\times10^{13}$, whose logarithm is $30.85$. With $k_B=8.617\times10^{-5}\,\mathrm{eV/K}$,
\begin{equation}
T_c=\frac{1}{8.617\times10^{-5}\times30.85}\,\mathrm{K}
=376.2\,\mathrm{K},
\end{equation}
or $103.0\,^\circ\mathrm{C}$. At this temperature a damaged point heals at the rate $k=x_c\sigma J=4\times0.1\,\mathrm{s^{-1}}=0.4\,\mathrm{s^{-1}}$. A given point is hit at $0.1\,\mathrm{s^{-1}}$. Healing per damaged point is four times as fast as hitting, while crystalline points are four times as numerous as damaged ones. This is the balance in numbers.

Lemmas 1 and 2 were tested by a spatial simulation in which discs fall at random on a layer and every damaged cell heals by itself. At $T_c$, after $12\,\mathrm{s}$, the simulated fraction is $0.1995\pm0.0013$, and \eqref{eq:growth} gives $0.1995$. Ten kelvin lower, after $3\,\mathrm{s}$, the two values are $0.2062\pm0.0011$ and $0.2050$. The uncertainties are standard errors of the mean, so the second pair differs by about one standard error.

\subsection{The fluence needed near the critical temperature}

\paragraph{Proposition 1.} For $x<x_c$ the collapse occurs at the fluence
\begin{equation}
\Phi_c=-\frac{\ln[n_c(x_c-x)]}{\sigma(1+x)}.
\label{eq:phic}
\end{equation}
As $T$ approaches $T_c$ from below at fixed flux,
\begin{equation}
\Phi_c=\frac{n_c}{\sigma}
\ln\frac{\theta}{(1-n_c)(T_c-T)}+o(1),
\qquad
\theta=\frac{k_BT_c^2}{E},
\label{eq:log}
\end{equation}
where $o(1)$ denotes a fluence that tends to zero.

\paragraph{Proof.} Setting $n=n_c$ in \eqref{eq:growth} gives
\begin{align}
e^{-(1+x)\sigma\Phi_c}&=1-n_c(1+x)\nonumber\\
&=(1-n_c)-n_cx=n_c(x_c-x),
\end{align}
where the last step uses $1-n_c=n_cx_c$. The logarithm gives \eqref{eq:phic}.

For the limit write $\delta=T_c-T$. At fixed flux $x$ is proportional to $k(T)$, so
\begin{equation}
\frac{x}{x_c}=\exp\left[-\frac{E}{k_B}\left(\frac1T-\frac1{T_c}\right)\right]
=\exp\left[-\frac{E\delta}{k_BTT_c}\right]
=1-\frac{\delta}{\theta}+O(\delta^2).
\end{equation}
Hence $n_c(x_c-x)=n_cx_c\,\delta/\theta+O(\delta^2)=(1-n_c)\delta/\theta+O(\delta^2)$. The denominator in \eqref{eq:phic} contains $1+x=1/n_c+O(\delta)$. Its correction multiplies a logarithm of $\delta$, and $\delta\ln\delta$ tends to zero. This leaves \eqref{eq:log}. $\square$

Each tenfold reduction of the distance to $T_c$ thus adds $n_c\ln(10)/\sigma$ to the fluence, in the limit of small distance. The cause is the exponential approach to the steady state. Close to $T_c$ the steady state exceeds the threshold by an amount proportional to $\delta$, and an exponential needs a logarithmically long fluence to close so small a gap.

\begin{center}
\begin{tabular}{cc}
$T_c-T$ (K) & $\Phi_c$ ($\mathrm{nm^{-2}}$)\\
\hline
100 & 0.0223\\
30 & 0.0231\\
10 & 0.0289\\
1 & 0.0590\\
0.01 & 0.1467\\
0.001 & 0.1926
\end{tabular}
\end{center}

These fluences were found by integrating \eqref{eq:linear} in time and recording the first passage through $n_c$. They were tested against \eqref{eq:phic}. The last tenfold approach adds $0.0460\,\mathrm{nm^{-2}}$ (from unrounded values), and the limiting law gives $0.2\times2.303/10\,\mathrm{nm^{-2}}=0.0461\,\mathrm{nm^{-2}}$. The last rows describe the mean fraction only. The steady state exceeds the threshold by $n_c(1-n_c)\delta/\theta$, which is about $1.3\times10^{-5}$ at $\delta=0.001\,\mathrm{K}$. The bound $\sqrt{\sigma/A}$ on the fluctuations falls below this value only for $A$ above about $6\times10^{9}\sigma$. On areas where the fluctuations exceed the excess, the threshold is usually crossed earlier by chance and the logarithmic growth is cut off.

Far below $T_c$ recovery is negligible. The fluence then tends to $-\ln(1-n_c)/\sigma=0.0223\,\mathrm{nm^{-2}}$, the value of \eqref{eq:phic} at $x=0$. Thirty kelvin below $T_c$ the need is only about $3.5\%$ above this minimum; ten kelvin below it is about $29\%$ above. The scale of this change is $\theta=12.2\,\mathrm{K}$, the temperature interval over which the healing rate changes by roughly a factor $e$.

A measured critical temperature always belongs to a finite fluence. The logarithm in \eqref{eq:log} shows that the limit of unlimited fluence is approached quickly in temperature, but it does not yet show what a finite fluence does to the slope of the Arrhenius relation.

\section{Finite fluence, general kinetics and the meaning of the slope}

The symbols carried over are the flux $J$, the fluence $\Phi=Jt$, the area $\sigma$ damaged by one ion, the damaged fraction $n$ and its threshold $n_c$. The recovery rate is $k(T)=\nu e^{-E/k_BT}$, and $x=k/(\sigma J)$. For recovery linear in $n$, the damage is $n=[1-e^{-(1+x)\sigma\Phi}]/(1+x)$. At unlimited fluence the threshold is reached for $x<x_c=(1-n_c)/n_c$. This gives $J=J_0e^{-E/k_BT_c}$ with $J_0=\nu/(\sigma x_c)$. The reference case has $E=1\,\mathrm{eV}$, $\nu=10^{13}\,\mathrm{s^{-1}}$, $\sigma=10\,\mathrm{nm^2}$, $n_c=0.2$, $J=0.01\,\mathrm{nm^{-2}\,s^{-1}}$ and $T_c=376.2\,\mathrm{K}$.

For linear recovery and unlimited fluence, the flux and the critical temperature obey an Arrhenius relation whose energy is the recovery barrier, and the fluence needed for collapse grows only logarithmically as $T_c$ is approached from below. It remains to see what a finite fluence, other recovery laws and a spread of barriers do to the slope of this relation.
